# Gap and electron mass of GaAs(1-x)N(x) from band anticrossing: a numerical check

```python
"""Band-anticrossing model of a dilute nitride alloy.

Result under test: a host conduction edge E_C below a nitrogen level E_N
(Delta = E_N - E_C > 0), coupled by V = C*sqrt(x), is lowered by
    drop = sqrt(Delta^2/4 + V^2) - Delta/2,
and its band-edge mass is multiplied by 1 + drop/(Delta + drop).
x is the nitrogen fraction, C the coupling constant. Energies are in eV from
a fixed valence edge, wave numbers in 1/nm, masses in free-electron masses.
The host edge and host mass are customary rounded inputs for GaAs.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize_scalar

HOST_EDGE = 1.42
HOST_MASS = 0.067
N_LEVEL = 1.65
COUPLING_CONSTANT = 2.7
X_MAIN = 0.01
KINETIC = const.hbar**2 / (2 * const.m_e) / const.e * 1e18  # eV nm^2


def bands(k, x, edge=HOST_EDGE):
    """Lower and upper band energy by numerical diagonalization."""
    host = edge + KINETIC * k**2 / HOST_MASS
    v = COUPLING_CONSTANT * np.sqrt(x)
    return np.linalg.eigvalsh(np.array([[host, v], [v, N_LEVEL]]))


def curvature_masses(x, edge=HOST_EDGE, h=0.02):
    """Band-edge masses from a five-point second derivative (even in k)."""
    e0, e1, e2 = (bands(j * h, x, edge) for j in range(3))
    second = (-30 * e0 + 32 * e1 - 2 * e2) / (12 * h**2)
    return 2 * KINETIC / second


def drop_formula(x, edge=HOST_EDGE):
    delta = N_LEVEL - edge
    return np.sqrt(delta**2 / 4 + COUPLING_CONSTANT**2 * x) - delta / 2


def mass_factor_formula(x, edge=HOST_EDGE):
    drop = drop_formula(x, edge)
    return 1 + drop / (N_LEVEL - edge + drop)


def many_impurity_levels(n_nitrogen, n_cells, wave_index, host_energy, rng):
    """One Bloch state coupled to separate nitrogen levels at random sites."""
    sites = rng.choice(n_cells, n_nitrogen, replace=False)
    phase = np.exp(2j * np.pi * wave_index * sites / n_cells)
    matrix = np.diag([host_energy] + [N_LEVEL] * n_nitrogen).astype(complex)
    matrix[0, 1:] = COUPLING_CONSTANT * phase / np.sqrt(n_cells)
    matrix[1:, 0] = matrix[0, 1:].conj()
    return np.linalg.eigh(matrix)


delta = N_LEVEL - HOST_EDGE
v_main = COUPLING_CONSTANT * np.sqrt(X_MAIN)
fractions = [0.0025, 0.005, 0.01, 0.02]

# Many separate impurities reproduce the sqrt(x) law, the drop and the weight.
rng = np.random.default_rng(4)
n_cells = 2000
for x in fractions:
    n_nitrogen = round(x * n_cells)
    for wave_index, host_energy in [(0, HOST_EDGE), (7, HOST_EDGE + 0.1)]:
        levels, states = many_impurity_levels(
            n_nitrogen, n_cells, wave_index, host_energy, rng)
        drop = drop_formula(x, host_energy)
        assert abs(host_energy - levels[0] - drop) < 1e-10
        assert abs(levels[-1] - (N_LEVEL + drop)) < 1e-10
        assert np.allclose(levels[1:-1], N_LEVEL, atol=1e-10)
        host_weight = abs(states[0, 0])**2
        assert abs(host_weight * mass_factor_formula(x, host_energy) - 1) < 1e-9

# Band curvature gives the masses; the lower factor rises but stays below 2.
factors = []
for x in fractions + [0.05]:
    lower, upper = curvature_masses(x) / HOST_MASS
    factor = mass_factor_formula(x)
    assert abs(lower / factor - 1) < 1e-5
    assert abs(upper * (1 - 1 / factor) - 1) < 1e-5
    factors.append(lower)
assert np.all(np.diff(factors) > 0) and max(factors) < 2
degenerate_factor = curvature_masses(X_MAIN, edge=N_LEVEL)[0] / HOST_MASS
assert abs(degenerate_factor - 2) < 1e-5

# Weak coupling: second-order laws hold for very small x, not at one percent.
x_tiny = 1e-5
ratio_tiny = COUPLING_CONSTANT**2 * x_tiny / delta**2
drop_tiny = HOST_EDGE - bands(0, x_tiny)[0]
assert abs(drop_tiny / (delta * ratio_tiny) - 1) < 0.01
rise_tiny = curvature_masses(x_tiny)[0] / HOST_MASS - 1
assert abs(rise_tiny / ratio_tiny - 1) < 0.01
drop_second_order = v_main**2 / delta
factor_second_order = 1 + v_main**2 / delta**2
e_lower, e_upper = bands(0, X_MAIN)
drop_main = HOST_EDGE - e_lower
assert drop_second_order > 1.5 * drop_main

# Response of the drop to the assumed host edge equals the nitrogen weight.
mass_lower, mass_upper = curvature_masses(X_MAIN)
weight = HOST_MASS / mass_lower
step = 1e-4
drop_plus = HOST_EDGE + step - bands(0, X_MAIN, HOST_EDGE + step)[0]
drop_minus = HOST_EDGE - step - bands(0, X_MAIN, HOST_EDGE - step)[0]
sensitivity = (drop_plus - drop_minus) / (2 * step)
assert abs(sensitivity - (1 - weight)) < 1e-5

# Closest approach of the bands at equal k: where the host meets the N level.
closest = minimize_scalar(lambda k: np.diff(bands(k, X_MAIN))[0],
                          bounds=(0.1, 1.5), method="bounded",
                          options={"xatol": 1e-8})
k_cross = np.sqrt(delta * HOST_MASS / KINETIC)
assert abs(closest.fun - 2 * v_main) < 1e-8
assert abs(closest.x - k_cross) < 1e-4

wavelength = const.h * const.c / const.e * 1e9  # eV nm
edge_shifted = HOST_EDGE + 0.010
drop_shifted = edge_shifted - bands(0, X_MAIN, edge_shifted)[0]
factor_shifted = curvature_masses(X_MAIN, edge_shifted)[0] / HOST_MASS

print(f"host conduction edge (input)        {HOST_EDGE:.2f} eV")
print(f"host mass (input)                   {HOST_MASS:.3f} m0")
print(f"nitrogen level (input)              {N_LEVEL:.2f} eV")
print(f"coupling constant C (input)         {COUPLING_CONSTANT:.1f} eV")
print(f"nitrogen fraction x (input)         {X_MAIN:.2f}")
print(f"level distance Delta                {delta:.4f} eV")
print(f"coupling V                          {v_main:.4f} eV")
print(f"square root of Delta^2 + 4V^2       {e_upper - e_lower:.4f} eV")
print(f"lower band edge = alloy gap         {e_lower:.4f} eV")
print(f"upper band edge                     {e_upper:.4f} eV")
print(f"gap drop                            {drop_main:.4f} eV")
print(f"host gap as photon wavelength       {wavelength / HOST_EDGE:.0f} nm")
print(f"alloy gap as photon wavelength      {wavelength / e_lower:.0f} nm")
print(f"host weight w of lower edge         {weight:.4f}")
print(f"lower-band mass factor              {mass_lower / HOST_MASS:.4f}")
print(f"lower-band mass                     {mass_lower:.4f} m0")
print(f"lower-band mass increase            "
      f"{100 * (mass_lower / HOST_MASS - 1):.1f} percent")
print(f"upper-band mass factor              {mass_upper / HOST_MASS:.3f}")
print(f"upper-band mass                     {mass_upper:.3f} m0")
print(f"second-order estimate of drop       {drop_second_order:.4f} eV")
print(f"second-order mass factor            {factor_second_order:.3f}")
print(f"fraction x0 where 2V = Delta        "
      f"{100 * delta**2 / (4 * COUPLING_CONSTANT**2):.3f} percent")
print(f"mass factor at Delta = 0            {degenerate_factor:.4f}")
print(f"d(drop)/d(host edge)                {sensitivity:.4f}")
print(f"drop, host edge 10 meV higher       {drop_shifted:.4f} eV")
print(f"mass factor, edge 10 meV higher     {factor_shifted:.4f}")
print(f"wave number of closest approach     {closest.x:.3f} 1/nm")
print(f"band separation there               {closest.fun:.4f} eV")
print("x (percent)   gap (eV)   drop (eV)   mass factor")
for x in fractions:
    gap = bands(0, x)[0]
    factor = curvature_masses(x)[0] / HOST_MASS
    print(f"{100 * x:8.2f}   {gap:10.4f}  {HOST_EDGE - gap:9.4f}  {factor:11.4f}")
print("all assertions hold")
```

Running it gives:

```
host conduction edge (input)        1.42 eV
host mass (input)                   0.067 m0
nitrogen level (input)              1.65 eV
coupling constant C (input)         2.7 eV
nitrogen fraction x (input)         0.01
level distance Delta                0.2300 eV
coupling V                          0.2700 eV
square root of Delta^2 + 4V^2       0.5869 eV
lower band edge = alloy gap         1.2415 eV
upper band edge                     1.8285 eV
gap drop                            0.1785 eV
host gap as photon wavelength       873 nm
alloy gap as photon wavelength      999 nm
host weight w of lower edge         0.6959
lower-band mass factor              1.4369
lower-band mass                     0.0963 m0
lower-band mass increase            43.7 percent
upper-band mass factor              3.289
upper-band mass                     0.220 m0
second-order estimate of drop       0.3170 eV
second-order mass factor            2.378
fraction x0 where 2V = Delta        0.181 percent
mass factor at Delta = 0            2.0000
d(drop)/d(host edge)                0.3041
drop, host edge 10 meV higher       0.1815 eV
mass factor, edge 10 meV higher     1.4521
wave number of closest approach     0.636 1/nm
band separation there               0.5400 eV
x (percent)   gap (eV)   drop (eV)   mass factor
    0.25       1.3577     0.0623       1.2132
    0.50       1.3121     0.1079       1.3193
    1.00       1.2415     0.1785       1.4369
    2.00       1.1362     0.2838       1.5523
all assertions hold
```
